# Density against electron temperature in an afterglow with wall losses, part 2

After the power is switched off, a plasma loses electron-ion pairs to the wall and its electrons cool. The electron density is $n$, the electron temperature in energy units is $T$ (Te in the numerical output), and the energy density is $W=\tfrac32\,nT$. The subscript 0 marks values at time $t=0$. Pairs are lost at the rate $\nu$ per electron, each taking the mean energy $cT$ from the electrons:

$$\frac{dn}{dt}=-\nu n,\qquad \tfrac32 n\frac{dT}{dt}=-\left(c-\tfrac32\right)\nu nT .$$

With $a=(2c-3)/3$ and $s=1/a$, dividing the balances gives the power law, or path law,

$$\boxed{\;\frac{n}{n_0}=\left(\frac{T}{T_0}\right)^{3/(2c-3)}\;}$$

A second derivation, the count, removes pairs one at a time and gives the same law without a rate.

Ions of mass $M$ enter the sheath, the charged layer at the wall, at the Bohm speed $u_B=(T/M)^{1/2}$. With a fixed ratio of edge density to density in the volume, $\nu=u_B/\ell\propto T^{1/2}$, where $\ell$ is the effective length. The time laws are then

$$T=\frac{T_0}{(1+a\nu_0t/2)^2},\qquad n=\frac{n_0}{(1+a\nu_0t/2)^{2/a}} .$$

At a floating wall, equal electron and ion fluxes fix the sheath barrier $\Delta$. With electron mass $m$, elementary charge $e$ and vacuum permittivity $\varepsilon_0$,

$$\frac{\Delta}{T}=\frac12\ln\frac{M}{2\pi m},\qquad c=\frac52+\frac12\ln\frac{M}{2\pi m}.$$

Here $c$ combines $2T$ of kinetic energy at the wall, $\Delta$, and $T/2$ for ions falling freely to the sheath edge.

The example is argon at 5 mTorr and 300 K, with $\ell=15$ cm, $T_0=1$ eV and $n_0=1.0\times10^{11}$ cm$^{-3}$. It has $\Delta/T=4.679$, $c=7.179$, $a=3.786$, $s=0.264$ and $\nu_0=1.036\times10^4$ s$^{-1}$, so $1/\nu_0=96.5$ µs and $1/(a\nu_0)=25.5$ µs. Cooling to 0.2 eV takes 63.0 µs and leaves $n/n_0=0.654$. Two simpler rules give 1 (frozen density) and 0.52 (decay at the fixed initial rate).

### What each derivation assumes

Both derivations rest on the same physical statements. The energy store is $\tfrac32T$ per electron. The mean loss per pair is $cT$, evaluated at the current temperature. The remaining electrons share their energy before the loss of later pairs changes it appreciably. Nothing else adds or removes electrons or energy. If one of these fails, both derivations fail together, so their agreement is no evidence for the physical model.

They differ in what they need beyond this. The balance equations treat the density as a smooth function of time and require a loss rate. In return they give the time course, and they accept further processes as further terms. The count needs a large number of pairs but no rate. The losses may speed up, slow down or pause, and the path is the same. The cancellation of $\nu$ in the first derivation thus becomes evident in the second, where $\nu$ never enters.

The count has a matching weakness. A process that removes energy per unit time, and not per lost pair, cannot be included until one knows how much time passes between departures. Suppose collisions drain the energy density at the rate $\kappa W$. The balance equations then give $d\ln T/dt=-(a\nu+\kappa)$, and

$$\frac{d\ln n}{d\ln T}=\frac{\nu}{a\nu+\kappa}<\frac1a .$$

Now $\nu$ no longer cancels. The density at a given temperature lies above the power law, since part of the cooling has cost no electrons. In a test with $c=3$ and $\kappa=0.5\,\nu_0$, the density at $t=1/\nu_0$ was 1.65 times the value that the power law gives for the temperature reached.

If $c$ varies with temperature, both routes give the local slope $3/[2c(T)-3]$, which has to be integrated over $\ln T$. A single power is then only an approximation.

### The shared assumptions in the argon example

*Collisions in the gas.* It is useful to compare any neglected power with the power lost to the wall, $cT\nu n$. Let $h$ be the net neglected heating as a fraction of it, negative for cooling. If the number of electrons created is small, the temperature equation becomes $\tfrac32n\,dT/dt=-(c-\tfrac32)\nu nT+hcT\nu n$, and dividing as before gives

$$\frac{d\ln n}{d\ln T}=\frac{3/2}{c-3/2-hc}.$$

The estimates use rough rate coefficients, with $T$ in eV:

- excitation: $3\times10^{-8}e^{-12/T}$ cm$^3$/s, costing 12 eV;
- ionization: $3\times10^{-8}e^{-16/T}$ cm$^3$/s, costing 16 eV;
- elastic collisions with atoms: $10^{-8}$ cm$^3$/s;
- superelastic collisions, in which a metastable atom gives 11.5 eV to an electron: $5\times10^{-10}$ cm$^3$/s;
- pooling, in which two metastables produce an ion and an electron with $2\times11.5-16=7$ eV: $6\times10^{-10}$ cm$^3$/s.

The metastable density is held at $10^{11}$ cm$^{-3}$, also a rough value. Elastic collisions at frequency $\nu_m$ cost an electron $3(m/M)\nu_m(T-T_g)$ per unit time, where $T_g$ is the gas temperature. This is the mean energy difference $\tfrac32(T-T_g)$ times the transferred fraction $2m/M$. Collisions with ions are treated in the same way, with the Coulomb collision frequency.

At 1 eV each of these powers is below 1 % of the wall power. Superelastic heating, for example, is $5\times10^{-10}\times10^{11}\times11.5=575$ eV/s per electron, against $7.179\times1.036\times10^4=7.4\times10^4$ eV/s at the wall, or 0.8 %. At 0.2 eV the wall power has dropped, and the metastables matter more: superelastic collisions supply 8.6 % and pooling 9.7 %, while collisions with ions remove 2.0 % and those with atoms 0.2 %. If all this energy stayed in the electrons, the net heating would be $h\approx0.16$, and the local exponent would rise from 0.264 to $1.5/(5.679-1.16)=0.33$. Heating delays the cooling, so more pairs are lost before a given temperature is reached.

Integrating the balances with all these processes, including the electrons they create, gives $n/n_0=0.636$ at 0.2 eV, reached after 68.7 µs. The density is 2.7 % below the power-law value. All the energy from the metastables was kept in the electrons. This strongly overstates their heating at 0.2 eV. An electron of 7 to 11.5 eV crosses the reactor in about 0.1 µs but needs a few microseconds to share its energy, so most of these electrons escape over the sheath first. The shift of 2.7 % is therefore an upper estimate for the processes listed. Collisions in which electrons lift metastable atoms to nearby radiating levels are not included. They cool the electrons and so shift the density the other way. Lifting a metastable atom to the next group of levels costs only about 1.5 eV, and the rate coefficient at 1 eV is roughly $2\times10^{-7}$ cm$^3$/s. With $10^{11}$ cm$^{-3}$ metastables this removes about $3\times10^4$ eV/s per electron, some 40 % of the wall power and far more than any process listed. The loss fades as the electrons cool, but at this metastable density it raises the density ratio at 0.2 eV to roughly 0.7 and shortens the cooling time by roughly 10 µs.

At 3 eV, a rough value for the powered plasma, excitation and ionization take 3.7 times the wall power. The power law therefore cannot start at the moment of switch-off. It can serve as an approximation only after the electrons have cooled to about 1 eV, and at that temperature it is close only if the metastables are much rarer than assumed here.

*A Maxwellian tail.* The electrons that reach the wall come from the fast tail, above a barrier $\Phi=\Delta+T/2=5.18\,T$. If the tail empties faster than collisions refill it, $c$ falls. Collisions among electrons spread their speeds $v$ with a diffusion coefficient $D$, which for fast electrons has the standard Coulomb form

$$D=\frac{\gamma nT}{mv^3},\qquad \gamma=\frac{e^4\ln\Lambda}{4\pi\varepsilon_0^2m^2},$$

where $\ln\Lambda$ is the Coulomb logarithm. Let $f_M$ be the Maxwellian, normalized to $n$, and $f$ the actual distribution. A steady flow $S$ towards higher speed obeys $S=-4\pi v^2Df_M\,d(f/f_M)/dv$. The largest flow occurs when $f/f_M$ drops from 1 in the bulk to 0 at the barrier speed $v_\Phi$. Dividing by $4\pi v^2Df_M$ and integrating gives $S\int dv/(4\pi v^2Df_M)=1$. The integrand grows as $v\,e^{mv^2/2T}$, so its upper end dominates, and

$$\frac Sn\approx4\pi\gamma n\left(\frac m{2\pi T}\right)^{3/2}e^{-\Phi/T}.$$

Evaluated with the full Coulomb coefficient, this refill rate is 4.8 times the wall-loss rate at 1 eV and about 60 times at 0.2 eV. The Maxwellian assumption is thus rough at the start and good later. These ratios use the free-fall barrier. With the larger potential drop of $1.39\,T$ before the sheath that is discussed below, they are smaller by the factor $e^{-0.89}=0.41$, about 2 at 1 eV. The comparison covers only the climb up to the barrier. Above it, electrons escape quickly and the tail is depleted further. The barrier must then fall to restore the flux, and the escaping electrons carry less than $2T$ to the wall. Both effects make $c$ at 1 eV smaller than 7.179. The refill rate is proportional to density, so at $10^{10}$ cm$^{-3}$ the assumption would fail at 1 eV.

*Ions on their way to the sheath.* At 5 mTorr an argon ion typically travels about 1 cm between charge-exchange collisions with atoms. The electrons therefore also pay for energy that ends up in the gas. By the Boltzmann factor, a ratio of edge to centre density of 0.25 means a potential drop of $T\ln4=1.39\,T$. An ion from the centre falls through all of it and others through less, so replacing the free-fall term $T/2$ by this drop gives an upper estimate, $c=8.07$. The exponent is then 0.228, and $n/n_0=0.692$ at 0.2 eV. As far as the ions are concerned, this is the more realistic value here; the free-fall term suits lower pressures. The ratio 0.25 is a rough value for 1 eV, and the estimate is an upper one only while the ratio stays there. As the electrons cool, the ions drift more slowly, drag by the gas counts for more, and the ratio falls. This raises $c$ a little and makes the wall rate fall faster than $T^{1/2}$, so at fixed $c$ the time to reach 0.2 eV is longer than 63 µs, by about a tenth.

At lower pressures, where ions cross the plasma without collisions, their inertia acts the other way. The temperature falls in 25.5 µs, but an ion at the initial Bohm speed needs about 30 µs to cover 5 cm. Such ions can reach the sheath faster than the current temperature would imply. At 5 mTorr, charge exchange largely erases this memory within about 10 µs, which is shorter than the cooling time. If their flux is $g$ times the Bohm value, the flux balance lowers $\Delta$ by $T\ln g$. For $g=2$, chosen as an illustration, $c=7.179-0.693=6.49$, $s=0.30$ and $n/n_0=0.62$. The accompanying change in the term $T/2$ is not included.

Warm ions, treated as isothermal at the gas temperature, raise the Bohm speed by 6.3 % at 0.2 eV. The effect is smaller at higher temperatures, so the time to reach 0.2 eV becomes only about 3 % shorter. In this treatment the constant $c$ falls by no more than $\ln1.063=0.06$.

### Beside a real reactor

Taken one at a time, the estimates for metastable heating and for ion collisions put the density at 0.2 eV between about 0.64 and 0.69 of its value at 1 eV. The lower end overstates the heating, but the depleted tail, whose effect on the density was not calculated, also lowers the density and may take it below this range. Excitation out of the metastable levels acts the other way and may take it above. For argon under these conditions, two digits are thus more than the model can guarantee, but a frozen density lies clearly outside that range. The 0.52 from a decay at the initial rate lies outside it too, but that figure depends on the cooling time of 63 µs, which ion inertia can shorten at lower pressures. If the ions kept their initial speed and $c$ stayed the same, the wall rate would be constant and the temperature would reach 0.2 eV after $25.5\ \text{µs}\times\ln5=41$ µs. A decay at the initial rate would then give $e^{-41/96.5}=0.65$, as the power law does. Real etch processes also break the assumption of a pure atomic gas. Etch gases are largely molecular, and their vibrations cool the electrons without removing any. If such cooling equalled the wall power throughout, $h=-1$, the exponent would be $1.5/(5.679+7.179)=0.117$ and the density ratio 0.83. Many of these gases also capture electrons to form negative ions. That removes electrons without the energy $cT$ and changes the sheath, so neither derivation applies. A bias voltage left on during the off-time likewise invalidates the value of $c$ for a floating wall. Most of the calculated values for the argon case are listed in the numerical output below; those for $g=2$ and $h=-1$ follow from the formulas given here.

## Computed results

```
TESTS
largest relative error of path law: 1.2e-11
largest relative error of time laws: 5.5e-12
exponent from pair-by-pair removal: 0.2641
c=3, extra cooling 0.5 nu0: n/law at t=1/nu0: 1.65
sheath drop from flux integral: 4.679 Te
electron energy at wall from integral: 2.000 Te
ARGON EXAMPLE (rough inputs)
pressure: 5 mTorr, gas: 300 K
gas density: 1.61e+14 cm^-3
effective length: 15 cm
start: Te = 1.0 eV, n = 1.0e+11 cm^-3
sheath drop formula: 4.679 Te
c = 7.179, a = 3.786, exponent s = 0.2641
Bohm speed at start: 1.554e+05 cm/s
wall loss rate at start: 1.036e+04 1/s
initial density decay time: 96.5 us
initial temperature decay time: 25.5 us
Te 1.0 eV: t = 0.0 us, n = 1.000e+11 cm^-3, n/n0 = 1.000
Te 0.5 eV: t = 21.1 us, n = 8.327e+10 cm^-3, n/n0 = 0.833
Te 0.3 eV: t = 42.1 us, n = 7.276e+10 cm^-3, n/n0 = 0.728
Te 0.2 eV: t = 63.0 us, n = 6.537e+10 cm^-3, n/n0 = 0.654
NEGLECTED POWER / WALL POWER (minus = heating)
metastable density: 1.0e+11 cm^-3
excitation: 0.48 % at 1.0 eV, 0.00 % at 0.2 eV
ionization: 0.01 % at 1.0 eV, 0.00 % at 0.2 eV
elastic, atoms: 0.09 % at 1.0 eV, 0.17 % at 0.2 eV
elastic, ions: 0.17 % at 1.0 eV, 1.97 % at 0.2 eV
superelastic: -0.77 % at 1.0 eV, -8.64 % at 0.2 eV
pooling: -0.56 % at 1.0 eV, -9.66 % at 0.2 eV
inelastic/wall power at 3 eV: 3.7
all effects, at 0.2 eV: n/n0 = 0.636, t = 68.7 us
density change from these effects: -2.7 %
OTHER LIMITS
tail refill/wall loss at 1.0 eV: 4.8
tail refill/wall loss at 0.2 eV: 62
edge/centre density ratio: 0.25
collisional presheath, upper c: 8.07, exponent 0.228
with upper c, n/n0 at 0.2 eV: 0.692
Bohm speed rise from warm ions at 0.2 eV: 6.3 %
```
